Surface-limited carrier decay in a cylindrical silicon nanowire, part 1

(Sections cited here and not found follow in the second part.)

**Part 1. The decay condition and the thin-wire lifetime**

**1.1 A wire with uniform density**

Take a long wire of diameter d and radius R = d/2. Suppose that the excess electron density n is the same everywhere in a cross-section, and that electrons are lost at the surface alone. Let each unit of surface area remove S n electrons per unit time, where S, a velocity, is the surface recombination velocity.

A unit length of wire stores n πR² electrons. Its surface area is 2πR, so it loses S n 2πR electrons per unit time. The balance is

d(n πR²)/dt = −2πR S n.

Division by πR² gives

dn/dt = −(2S/R) n = −(4S/d) n,

because 1/R = 2/d. The density therefore decays as exp(−t/τ) with

τ = d/(4S).

The factor 4 comes from the ratio of perimeter to area, πd/(πd²/4) = 4/d. The diffusivity does not appear, because the density was assumed to stay uniform. In truth the surface drains the density next to it, and diffusion must refill that region. The uniform picture can hold only if diffusion across the wire is fast compared with surface loss. The remaining task is to find the decay without assuming uniformity, and to say how small d must be.

One part of the balance survives for any profile. If n̄ is the average of n over the cross-section and n_s its average over the surface, then, without bulk loss,

dn̄/dt = −(4S/d) n_s.

A surface density below the average makes the decay slower than 4S/d.

**1.2 Model and conventions**

The wire is infinitely long and the density does not vary along it. Let n(r, θ, t) be the excess density of minority carriers, here electrons in p-type silicon. Four assumptions define the model.

- Injection is low: n is small compared with the hole density, so that the loss rates are linear in n.
- The diffusivity D is uniform, and the wire is wide compared with the mean free path.
- The bands are flat, so that there is no drift. If a thin charged layer lies under the surface, S must refer to the density just inside that layer. Section 2.7 sizes the difference.
- S is positive and constant. Bulk recombination has a constant lifetime τ_b.

Conservation of electrons gives

∂n/∂t = D∇²n − n/τ_b.

The diffusion flux in the outward direction is −D ∂n/∂r. At the surface it must supply what recombines there:

−D ∂n/∂r = S n at r = R.

Since S n is positive, ∂n/∂r is negative at the surface: the density falls towards it.

**1.3 Removing the bulk lifetime and the units**

Write n = v exp(−t/τ_b). Then

∂n/∂t = (∂v/∂t − v/τ_b) exp(−t/τ_b).

The term −v/τ_b cancels against the bulk loss on the right-hand side, which leaves

∂v/∂t = D∇²v.

The surface condition is linear, so the common exponential drops out of it and v obeys the same condition as n. If v decays at late times with lifetime τ_s, then n decays with

1/τ_eff = 1/τ_b + 1/τ_s.

Within this model the sum of rates is exact. The phrase "surface-limited" means that τ_s is much shorter than τ_b.

Now measure length in units of R and time in units of R²/D:

ρ = r/R, s = Dt/R².

Since ∂/∂t = (D/R²) ∂/∂s and the Laplacian carries a factor 1/R², the equation becomes

∂v/∂s = ∇²v for ρ < 1,

where ∇² now acts on the scaled coordinates. The surface condition becomes −(D/R) ∂v/∂ρ = S v, or

−∂v/∂ρ = b v at ρ = 1, with b = SR/D = Sd/(2D).

The number b is the ratio of the diffusion time R²/D to the surface time R/S. It is the single parameter of the scaled problem.

**1.4 The axisymmetric mode**

Look for a solution whose shape is constant while its size decays:

v = φ(ρ) exp(−qs), q = α².

The time derivative gives −qφ. For a function of ρ alone the Laplacian is φ″ + φ′/ρ. Hence

φ″ + φ′/ρ + qφ = 0.

Insert a power series with terms a_m ρ^m. The two derivative terms give m(m−1) + m = m², so the coefficient of ρ^(m−2) requires

m² a_m + q a_(m−2) = 0.

For m = 1 there is no earlier term, so a_1 = 0, and all odd coefficients vanish. For m = 2k,

a_2k = −q a_(2k−2)/(4k²).

Starting from a_0 = 1 and repeating this step k times gives

φ(ρ) = Σ_k (−1)^k (αρ/2)^(2k)/(k!)² = J0(αρ).

This series defines the Bessel function J0.

A second solution of the equation can be written φg. Substitution, with the equation for φ removed, leaves φg″ + (2φ′ + φ/ρ)g′ = 0. Multiplied by ρφ this is (ρφ²g′)′ = 0, so g′ = C/(ρφ²). Near the axis φ = 1 and g behaves as C ln ρ. The flux through a small circle around the axis, proportional to ρ times C/ρ, does not vanish as the circle shrinks. Such a solution has a source or sink on the axis. There is none in the wire, so C = 0.

Define J1(x) = −J0′(x). Differentiating the series term by term gives

J1(x) = Σ_k (−1)^k (x/2)^(2k+1)/[k!(k+1)!].

The chain rule gives φ′(1) = −αJ1(α). Put into −φ′(1) = bφ(1), this yields the condition for surface-limited decay:

α J1(α) = b J0(α).

Written with the physical quantities it reads

α J1(α)/J0(α) = Sd/(2D).

The condition has many roots. The next two sections show which one is wanted and why.

**1.5 One root below the first zero of J0**

Let j01 be the first positive zero of J0. It exists: J0(0) = 1, while at x² = 8 the series is

J0 = 1 − 2 + 1 − 2/9 + 1/36 − …

The first three terms cancel, and the rest alternate in sign and shrink, so their sum is negative. J0 therefore vanishes before x = √8. Its computed first zero is j01 = 2.40483.

On 0 < x < j01 define

f = x J1(x)/J0(x) = −x J0′(x)/J0(x).

Bessel's equation for J0, multiplied by x, is (xJ0′)′ = −xJ0. The quotient rule then gives

df/dx = −(xJ0′)′/J0 + x(J0′)²/J0²
= x + f²/x.

The last term follows from (J0′/J0)² = f²/x². Multiply by x and use q = x² as the variable. Because x d/dx = 2q d/dq,

2q f′(q) = q + f².

Here the prime is a derivative with respect to q. The right-hand side is positive, so f rises steadily from f(0) = 0.

At the upper end J0 falls to zero from above. The numerator stays positive there, since (xJ1)′ = −(xJ0′)′ = xJ0 and therefore

x J1(x) = ∫ yJ0(y) dy, taken from 0 to x,

which is positive up to and including x = j01. So f tends to infinity. It takes each positive value b once, and the decay condition has one root α in (0, j01) for every b > 0.

For this root αρ stays below j01 throughout the wire. The mode φ = J0(αρ) is therefore positive everywhere, up to and including the surface. Since J1 is positive on the same interval, φ falls steadily from axis to surface.

**1.6 Why this root governs late decay**

Let the initial density v(ρ, θ, 0) be bounded, non-negative and not zero everywhere. It need not be axisymmetric. Define the weighted number

P(s) = ∫ vφ dA

over the unit disk. Its derivative is ∫ φ∇²v dA. Green's identity moves the Laplacian onto φ:

dP/ds = ∫ v∇²φ dA + ∮ (φ ∂v/∂ρ − v ∂φ/∂ρ) dθ.

In the first term ∇²φ = −qφ. In the boundary term ∂v/∂ρ = −bv and ∂φ/∂ρ = −bφ, so it equals −bφv + bvφ = 0. Hence

P(s) = P(0) exp(−qs), P(0) > 0.

This gives a lower bound on the number of carriers. An upper bound comes from comparison with the mode. Since φ has a positive minimum J0(α), a constant C exists with v ≤ Cφ at s = 0. Let

w = Cφ exp(−qs) − v.

This w satisfies the diffusion equation and the surface condition, and it starts non-negative. To see that it stays so, let w₋ be equal to w where w is negative, and zero elsewhere. Then

d/ds ∫ ½w₋² dA = ∫ w₋∇²w dA
= −∫ |∇w₋|² dA − b∮ w₋² dθ ≤ 0.

The second line is an integration by parts, with ∂w/∂ρ = −bw on the boundary. The integral of w₋² starts at zero, cannot grow and cannot be negative. It remains zero, so v ≤ Cφ exp(−qs) at all later times. The same argument applied to v itself shows that v remains non-negative.

Let M(s) = ∫ v dA be the scaled number of carriers. Since φ ≤ 1, M is at least P. Together with the upper bound,

P(0) exp(−qs) ≤ M(s) ≤ C exp(−qs) ∫ φ dA.

Both bounds have the same exponent. The late decay rate is therefore q in units of D/R², whatever the starting profile, and

τ_s = R²/(Dα²) = d²/(4Dα²).

The starting profile does affect the early decay. An uneven illumination across the wire, for example, excites a mode of the form J1(xρ) cos θ. Differentiating Bessel's equation for J0 shows that J1 satisfies the radial equation with the extra term −φ/ρ² produced by cos θ. The surface condition for this mode is

x J1′(x) + b J1(x) = 0,

and its lifetime is R²/(Dx²). The lowest root x sets the time for a side-to-side imbalance to disappear.

**1.7 The limit of small diameter**

For small b the root α is small, because f rises from zero. To the order needed,

αJ1(α) = q/2 − q²/16 + …,
1/J0(α) = 1 + q/4 + ….

Their product is

f = q/2 + q²/8 − q²/16 + … = q/2 + q²/16 + ….

Setting f = b gives q = 2b − q²/8 + …. Replacing q by 2b in the small term yields

q = 2b − b²/2 + … = 2b(1 − b/4 + …).

Its reciprocal is

1/q = 1/(2b) + 1/8 + ….

Multiply by R²/D. Since R²/(2bD) = R/(2S) = d/(4S) and R²/(8D) = d²/(32D),

τ_s = d/(4S) + d²/(32D) + ….

The second term divided by the first is Sd/(8D). It is small when

d ≪ D/S,

and in that regime τ_s tends to d/(4S). This is the result of section 1.1, now with its condition. The diffusivity cancels from the leading term because a faster supply to the surface cannot help once the density is already uniform.

The profile confirms this reading. Its relative drop from axis to surface is

1 − J0(α) ≈ q/4 ≈ b/2,

which vanishes with b. The ratio of surface density to average density follows for any b. The average of φ over the disk is

2∫ ρJ0(αρ) dρ = 2J1(α)/α,

by the integral in section 1.5. The decay condition gives J0(α) = αJ1(α)/b, so

n_s/n̄ = J0(α) α/[2J1(α)] = q/(2b).

The balance of section 1.1 then gives the rate (4S/d) q/(2b) = Dq/R², in agreement with the mode. For small b the ratio is 1 − b/4: the surface is slightly depleted relative to the average, and the lifetime is longer than d/(4S) in the same proportion.

**Part 2. Error bounds, evaluation and a silicon example**

**2.1 Symbols and results carried over**

The wire has diameter d = 2R, diffusivity D, surface recombination velocity S and bulk lifetime τ_b. The scaled radius is ρ = r/R, and b = SR/D = Sd/(2D). The slowest mode is φ = J0(αρ), with q = α² and α the one root of αJ1(α) = bJ0(α) between 0 and j01 = 2.40483. Its lifetime is τ_s = R²/(Dq), and the full decay rate is 1/τ_s + 1/τ_b. The function f(q) = αJ1(α)/J0(α) equals b at the root. It satisfies 2q f′ = q + f², starts as q/2 + q²/16, and tends to infinity at q = j01².

**2.2 A formula with bounds for every diameter**

Define

h(q) = 1/q − 1/(2f).

At the root f = b, so 1/q = 1/(2b) + h. Multiplication by R²/D gives

τ_s = d/(4S) + h d²/(4D).

No approximation has been made. The second term is a diffusion time, and h is a number that depends on b alone. To bound it, differentiate:

h′ = −1/q² + f′/(2f²).

The equation for f gives f′/(2f²) = (q + f²)/(4q f²) = 1/(4f²) + 1/(4q). The definition of h gives 1/(2f) = 1/q − h, whose square is

1/(4f²) = 1/q² − 2h/q + h².

The terms in 1/q² cancel. Multiplying the rest by q leaves

q h′ = 1/4 − 2h + q h².

From f = (q/2)(1 + q/8 + …) one finds 1/(2f) = 1/q − 1/8 + …, so h(0) = 1/8. Differentiate the equation for h once more and collect terms:

q h″ = (2qh − 3)h′ + h².

At q = 0 this gives h′(0) = h(0)²/3 = 1/192, so h starts by rising. Suppose that h′ first returned to zero at some q₀ < j01². Up to there h has risen, so h(q₀) > 1/8, and the equation gives h″(q₀) = h²/q₀ > 0. But a derivative that is positive before q₀ and zero at q₀ cannot have a positive slope there. So h′ has no zero, and h rises over the whole interval. At its end f is infinite and h = 1/j01² = 0.17292. Therefore

1/8 < h < 1/j01².

In a test at 40 values of b, evenly spaced in logarithm from 0.01 to 1000, h lay between these bounds and rose with b.

The error of the simple formula follows at once. Relative to d/(4S), the true lifetime is longer by

(τ_s − d/(4S))/(d/(4S)) = h Sd/D.

The simple formula is thus too short for every diameter, by a fraction between 0.125 Sd/D and 0.173 Sd/D of its own value.

The late surface-limited lifetime now follows from a single Bessel root, and it exceeds d/(4S) by a fraction between 0.125 Sd/D and 0.173 Sd/D of that value. What remains is to treat the series and limits of h and the decay from a uniform start, to evaluate and test the result, and to apply it to an oxidised silicon wire, including the effects the model leaves out.
